# Operation and memory count of plane-wave G0W0 for 64 silicon atoms

Consider a point defect in silicon modelled in a cubic cell of 64 atoms, two conventional cells along each edge. Suppose the orbitals of a mean-field calculation are at hand and quasiparticle energies are wanted from G0W0. Will the calculation take minutes or weeks, and will it fit into memory? The pristine cell has practically the same size as the defective one, so its sizes suffice for an answer, provided the defective cell keeps a gap and has no spin polarization.

## The estimate on one page

The calculation has three heavy stages: the polarizability $\chi_0$, the inversion of the dielectric matrix, and the self-energy. Let $N_v$ and $N_c$ be the numbers of occupied and empty bands, and $N_G$ the number of plane waves in which $\chi_0$ is expanded. At fixed energy cutoffs all three are proportional to the number of atoms $N$.

The matrix $\chi_0$ has $N_G^2$ elements, and each is a sum over $N_vN_c$ transitions. That makes $N^4$ operations per frequency. Inverting a matrix of side $N_G$ takes of order $N_G^3$, hence $N^3$ per frequency. With $N_k$ k points, a transition goes from $\mathbf k$ to $\mathbf k+\mathbf q$. Both vectors run over the mesh, so the polarizability grows as $N_k^2$, whereas there is one inversion per $\mathbf q$ and its cost grows as $N_k$.

For the silicon cell take $N_G\approx4.6\times10^3$ and $N_vN_c\approx2.5\times10^5$, sizes obtained below. The product $N_vN_cN_G^2$ is about $5\times10^{12}$ complex multiply-adds. At 8 real operations each this is about $4\times10^{13}$ per frequency, or some 40 s at $10^{12}$ operations per second. The derivation that follows fixes the prefactors and shows what the estimate assumes.

## Sizes

Hartree atomic units are used. In a cubic cell of edge $L$ and volume $\Omega=L^3$ the reciprocal vectors have density $\Omega/(2\pi)^3$. A kinetic-energy cutoff $E$ admits a sphere of radius $\sqrt{2E}$, so that

$$N(E)\approx\frac{\Omega}{(2\pi)^3}\,\frac{4\pi}{3}(2E)^{3/2}=\frac{\Omega\,(2E)^{3/2}}{6\pi^2}.$$

The number of bands below a high energy, measured from the average potential, is estimated by the same free-electron count, because the potential then shifts the levels by little compared with their energy. In the one-dimensional model of the numerical check, 377 bands lie below 2 hartree, against 379 plane waves.

The lattice parameter is 10.263 bohr, so $L=20.526$ bohr and $\Omega=8648$ bohr³. The chosen cutoffs are 10 hartree for the orbitals, 5 hartree for the response and 3 hartree for the bands. They are round inputs, not converged settings. Counting the vectors one by one gives

- $N_{pw}=13133$ plane waves per orbital,
- $N_G=4625$ (the smooth formula gives 4618),
- $N_b=2109$ bands in all (smooth formula: 2146).

With four valence electrons per atom and two electrons per band, $N_v=64\times4/2=128$. Hence $N_c=2109-128=1981$, and there are $N_vN_c=253568$ pairs.

## The polarizability

Let a potential $\delta V e^{-izt}$ act on independent electrons with energies $\varepsilon_n$ and occupations $f_n$ per spin. The density matrix obeys $i\,\partial_t\rho=[H,\rho]$. To first order its matrix elements satisfy

$$z\,\delta\rho_{mn}=(\varepsilon_m-\varepsilon_n)\,\delta\rho_{mn}+(f_n-f_m)\,\delta V_{mn},$$

$$\delta\rho_{mn}=\frac{f_n-f_m}{z+\varepsilon_n-\varepsilon_m}\,\delta V_{mn}.$$

The density change is $\delta n(\mathbf r)=2\sum_{nm}\delta\rho_{mn}\psi_m(\mathbf r)\psi_n^*(\mathbf r)$, with 2 for spin. Define

$$M_{nm}(\mathbf G)=\langle n\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|m,\mathbf k+\mathbf q\rangle .$$

A potential component $V_{\mathbf G'}e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}$ has $\delta V_{mn}=V_{\mathbf G'}M_{nm}(\mathbf G')^*$. The component of $\delta n$ at $\mathbf q+\mathbf G$ is its integral with $e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}$ divided by the crystal volume $N_k\Omega$. With $z=i\omega$ this gives

$$\chi^0_{\mathbf G\mathbf G'}(\mathbf q,i\omega)=\frac{2}{N_k\Omega}\sum_{\mathbf k,nm}\frac{f_{n\mathbf k}-f_{m,\mathbf k+\mathbf q}}{i\omega+\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k+\mathbf q}}\,M_{nm}(\mathbf G)M_{nm}(\mathbf G')^* .$$

In an insulator only pairs of one occupied band $v$ and one empty band $c$ contribute. If $n=v$ and $m=c$, the fraction is $1/(i\omega-\Delta)$ with $\Delta=\varepsilon_{c,\mathbf k+\mathbf q}-\varepsilon_{v\mathbf k}>0$. If $n=c$ and $m=v$, it is $-1/(i\omega+\Delta')$ with $\Delta'=\varepsilon_{c\mathbf k}-\varepsilon_{v,\mathbf k+\mathbf q}$. Time reversal lets us choose $\psi_{-\mathbf k}=\psi_{\mathbf k}^*$ with equal energies, so

$$\langle c\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|v,\mathbf k+\mathbf q\rangle=\langle v,-\mathbf k-\mathbf q|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|c,-\mathbf k\rangle .$$

The right side is $M_{vc}$ at $\mathbf k'=-\mathbf k-\mathbf q$, since $\mathbf k'+\mathbf q=-\mathbf k$. As $\mathbf k$ runs over the mesh, so does $\mathbf k'$, and the two kinds of term share the same matrix elements. Their fractions add to

$$\frac1{i\omega-\Delta}-\frac1{i\omega+\Delta}=\frac{2\Delta}{(i\omega)^2-\Delta^2}=-\frac{2\Delta}{\Delta^2+\omega^2},$$

and therefore

$$\chi^0_{\mathbf G\mathbf G'}=-\sum_{\mathbf k vc}A_{vc}(\mathbf G)A_{vc}(\mathbf G')^*,\qquad A_{vc}=\sqrt{\frac{4\Delta}{N_k\Omega(\Delta^2+\omega^2)}}\;M_{vc}.$$

Each transition adds one outer product. A complex multiplication takes 4 real multiplications and 2 additions, and the accumulation takes 2 more, so each matrix element costs 8 real operations (flop). Forming $A$ from $M$ is cheaper by a factor of order $N_G$. With $N_q=N_k$ wave vectors $\mathbf q$ and $N_\omega$ frequencies,

$$F_\chi=8N_vN_cN_G^2\,N_k^2\,N_\omega .$$

The frequency factor belongs to the $N^4$ term as well, because the weight of every transition changes with $\omega$. Since $\chi_0$ is Hermitian, computing one triangle would nearly halve the count; the full matrix is counted here. Without time reversal the two orderings no longer share matrix elements, $\chi_0(i\omega)$ is in general not Hermitian, and the triangle saving is lost. The count for the full matrix need not grow, however: the term with $n=c$, $m=v$ at $(\mathbf q,\mathbf G,\mathbf G')$ is the complex conjugate of the term with $n=v$, $m=c$ at $(-\mathbf q,-\mathbf G,-\mathbf G')$, and $-\mathbf q$ belongs to the mesh.

### Pair densities

The $M_{vc}(\mathbf G)$ are Fourier components of $\psi_v^*\psi_c$, obtained by a fast Fourier transform (FFT) on $N_r$ grid points. A radix-2 transform of length $n$ has $\log_2n$ levels, each with $n/2$ complex multiplications and $n$ complex additions. This makes $6n/2+2n=5n$ flop per level and $5n\log_2n$ in total.

In units of $2\pi/L$ the orbital sphere has radius $R_\psi=14.61$ and the response sphere $R_\chi=10.33$. Along an axis the product reaches $2R_\psi$. A grid of side $n$ cannot distinguish components that differ by $n$, so false contributions appear no closer to zero than $n-2R_\psi$. They miss the response sphere if $n>2R_\psi+R_\chi=39.55$. The choice $n=40$ gives $N_r=64000$ and about 5.1 Mflop per transform. Since 40 is not a power of two, this is an estimate.

One transform per pair serves all frequencies. The total grows as $N^3\log N$.

## The inversion

The screened interaction obeys $W=v+v\chi_0W$, with $v=4\pi/|\mathbf q+\mathbf G|^2$ diagonal. Thus $W=(1-v\chi_0)^{-1}v$. Writing $1-v\chi_0=v^{1/2}\tilde\varepsilon\,v^{-1/2}$ gives

$$W=v^{1/2}\tilde\varepsilon^{-1}v^{1/2},\qquad \tilde\varepsilon=1-v^{1/2}\chi_0v^{1/2}.$$

The divergence of $v$ at $\mathbf q+\mathbf G=0$ needs separate treatment, which is not counted here. For any vector $x$ the outer-product form of $\chi_0$ gives

$$x^\dagger\tilde\varepsilon x=|x|^2+\sum_{\mathbf kvc}|A_{vc}^\dagger v^{1/2}x|^2\ge|x|^2 .$$

All eigenvalues of $\tilde\varepsilon$ are thus at least 1. Physically, an applied potential $V$ is screened to $v^{1/2}\tilde\varepsilon^{-1}v^{-1/2}V$, so at imaginary frequency screening cannot raise $|v^{-1/2}V|^2$, which is proportional to the energy of the electric field; single Fourier components of the potential may still grow through local fields. The same bound holds for every leading block of the matrix. The reciprocal of an elimination pivot is a diagonal element of the inverse of such a block, so it is at most 1: no pivot is small, and no rows need exchanging.

For each of $n$ pivots, in-place Gauss–Jordan elimination scales $n-1$ elements of the pivot row and $n-1$ of its column, and updates $(n-1)^2$ others by a multiplication and a subtraction. The multiplications number $n[(n-1)^2+2(n-1)]=n^3-n$, the subtractions $n(n-1)^2$. The cost is

$$6(n^3-n)+2n(n-1)^2=8n^3-4n^2-4n$$

flop, besides $n$ reciprocals. To leading order

$$F_{\rm inv}=8N_G^3\,N_k\,N_\omega .$$

## The self-energy

The GW self-energy is $\Sigma(\omega)=\frac{i}{2\pi}\int d\omega'\,G(\omega+\omega')W(\omega')$, with energies measured from a level $\mu$ in the gap. The poles of $G$ and $W$ lie just below the positive and just above the negative real axis. Turning $\omega$ and $\omega'$ together onto the imaginary axis sweeps the first and third quadrants and meets none of them. The step $d\omega'\to i\,d\omega'$ turns the prefactor into $-1/2\pi$.

Take the correlation part $W^c=W-v$ and expand it as

$$W^c(\mathbf r,\mathbf r')=\frac1{N_k\Omega}\sum_{\mathbf q\mathbf G\mathbf G'}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\,W^c_{\mathbf G\mathbf G'}(\mathbf q)\,e^{-i(\mathbf q+\mathbf G')\cdot\mathbf r'}.$$

With $\rho_m(\mathbf G)=\langle m,\mathbf k-\mathbf q|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|n\mathbf k\rangle$ the diagonal element becomes

$$\Sigma^c_{n\mathbf k}(i\omega)=-\frac1{2\pi N_k\Omega}\sum_{m\mathbf q}\int d\omega'\,\frac{\rho_m^\dagger W^c(\mathbf q,i\omega')\rho_m}{i\omega+i\omega'+\mu-\varepsilon_{m,\mathbf k-\mathbf q}} .$$

The numerator does not depend on $\omega$, so it is computed once. The product $W^c\rho_m$ takes $N_G^2$ complex multiply-adds and the closing scalar product $N_G$, together $8(N_G^2+N_G)$ flop. For $N_s$ states at one k point, to leading order,

$$F_\Sigma=8N_sN_bN_G^2\,N_k\,N_\omega .$$

This is $N^3$ for a fixed number of states and $N^4$ if all states are wanted. It is linear in $N_k$ for one external k point and quadratic for all of them. The bare exchange needs no sum over frequencies and, $v$ being diagonal, $N_G$ terms instead of $N_G^2$; it is left out. Also left out are the $N_sN_bN_k$ transforms that give the $\rho_m$, here about a twelfth or less of those for $\chi_0$, and the continuation of $\Sigma^c(i\omega)$ to real frequencies, which the quasiparticle energies require but which acts only on $N_s$ scalar functions.

## Operations for the silicon cell

Take $N_\omega=16$ and $N_s=10$ states at $\Gamma$. With $\Gamma$ as the sole k point, one frequency costs

$$8\times253568\times4625^2=4.34\times10^{13}\ \text{flop}$$

for $\chi_0$, then $8\times4625^3=7.9\times10^{11}$ flop for the inversion and $8\times10\times2109\times4625^2=3.6\times10^{12}$ flop for the self-energy. Sixteen frequencies, and the step to a $2\times2\times2$ mesh, give the following totals in Tflop ($10^{12}$ flop). The sizes at $\Gamma$ are used for every $\mathbf k$ and $\mathbf q$; on the mesh $N_G$ actually ranges from 4625 to 4636 and the band count below 3 hartree from 2104 to 2176, which together would raise the mesh total by less than 2%.

| Stage | $N_k=1$ | $N_k=8$ |
|---|---:|---:|
| $\chi_0$ | 694 | $4.4\times10^4$ |
| pair-density FFTs | 1.3 | 83 |
| inversions | 12.7 | 101 |
| self-energy | 58 | 462 |
| total | 766 | $4.5\times10^4$ |

At an assumed sustained rate of $10^{12}$ flop/s this means 0.21 h (13 minutes) for $\Gamma$ and 12.5 h for the mesh. A real machine runs the stages at different rates, so these times indicate a scale.

The back-of-envelope figure of $4\times10^{13}$ flop per frequency stands. The formulas also show when the polarizability dominates. Compared with the inversion,

$$\frac{F_\chi}{F_{\rm inv}}=\frac{N_vN_cN_k}{N_G},$$

which is 55 at $\Gamma$. The ratio is proportional to $N$, so a two-atom cell at $\Gamma$ would have $55/32\approx1.7$. Compared with the self-energy, $F_\chi/F_\Sigma=N_vN_cN_k/(N_sN_b)$, which is $253568/21090\approx12$ at $\Gamma$ and, at fixed $N_s=10$, about $12/32\approx0.4$ for the two-atom cell. For a fixed small number of states the polarizability therefore leads clearly in large cells or with many k points, but not in a small cell with one. If all occupied states at all k points are wanted, $N_s$ becomes $N_vN_k$, the ratio becomes $N_c/N_b$, close to 1, and the self-energy costs about as much as the polarizability.

For 216 atoms, counting the plane waves anew, the polarizability costs 128.9 times as much as for 64 atoms. Pure $N^4$ growth would give $(216/64)^4=129.7$. The small difference comes from $N_c$ and $N_G$, which count points in a sphere and are not strictly proportional to the volume.

## Supercell or k points

A supercell of $P$ primitive cells at $\Gamma$ describes the same perfect crystal as one primitive cell with the $P$ k points that fold onto $\Gamma$. If the same plane waves and bands are kept, $\chi_0$ and $\Sigma$ agree. The polarizability costs do not: the supercell multiplies $N_vN_cN_G^2$ by $P^4$, the k points multiply it by $P^2$.

The excess $P^2$ has two equal parts. Crystal momentum divides the supercell matrix into $P$ blocks, so only a fraction $1/P$ of its elements can be nonzero. For each block, only a fraction $1/P$ of the supercell's pairs has the right momentum difference. A calculation that does not know the translation symmetry computes all the zeros.

Here $P=64/2=32$, and the two-atom cell would need $694/32^2=0.68$ Tflop. A defect destroys the translation symmetry and with it this saving. If a growing cell is given a thinner mesh so that $NN_k$ stays fixed, $N^4N_k^2$ and $N^3N_k$ both grow as $N^2$.

## Memory

A double-precision complex number takes 16 bytes, and 1 GB is $10^9$ bytes. One response matrix takes $16N_G^2$ bytes, or 0.34 GB. Sixteen frequencies take 5.5 GB for one $\mathbf q$ and 44 GB for eight. The orbitals take $16N_bN_{pw}$ bytes per k point, 0.44 GB.

The pair densities are the trap. Stored together for one $(\mathbf k,\mathbf q)$ they take $16N_vN_cN_G$ bytes, 18.8 GB, and grow as $N^3$, while matrices and orbitals grow as $N^2$. They need not be stored, because $\chi_0$ is a sum over transitions: one valence band at a time requires $16N_cN_G$ bytes, 0.15 GB. If the empty orbitals are transformed to the grid afresh for each valence band, the FFT work roughly doubles and stays small.

At $\Gamma$ the working set is then $5.48+0.44+0.15\approx6.1$ GB. On the $2\times2\times2$ mesh, treating one $\mathbf q$ at a time and discarding its matrices once their share of $\Sigma$ has been added, it is $5.48+3.55+0.15\approx9.2$ GB. The mesh thus costs about 59 times the operations but only 1.5 times the memory.

The cutoffs weigh heavily. Since $N_G\propto E^{3/2}$, doubling the response cutoff at fixed bands multiplies both $F_\chi$ and the matrix memory by $2^3=8$.

These counts hold for the direct sum over transitions in a gapped crystal, without use of point symmetry. They describe this algorithm; they are not a lower bound on the cost of G0W0. The numerical check runs all three stages on a small one-dimensional insulator, counts the operations executed, and compares them with the formulas above.

## Computed values

```
model: chi0 flop, 9-cell supercell at Gamma: 1889568
model: chi0 flop, 1 cell with 9 k points: 23328
model: ratio of these two counts: 81
model: size exponent of chi0 count: 4.000
model: k exponents of chi0, inversion, self-energy: 2.000, 1.000, 1.000
model: largest relative folding difference: 1.5e-15
model: relative difference to full double sum: 8.9e-16
model: relative difference to density response: 1.2e-07
model: bands / plane waves below 2 hartree: 377 / 379
Si lattice parameter: 10.2631 bohr
cell edge: 20.5263 bohr
cell volume: 8648.3 bohr^3
cutoffs orbital, response, bands: 10.0, 5.0, 3.0 hartree
imaginary frequencies: 16; quasiparticle states: 10
occupied bands Nv: 128
empty bands Nc: 1981
all bands Nb: 2109
valence-conduction pairs: 253568
response plane waves NG: 4625 (smooth estimate 4618)
NG over the 8 q points, min and max: 4625, 4636
orbital plane waves Npw: 13133 (smooth estimate 13062)
smooth estimate of Nb: 2146
FFT cutoff radii, orbital and response: 14.61, 10.33
FFT grid side: 40; grid points: 64000
one FFT: 5.11 Mflop
chi0, one frequency, Gamma: 43.39 Tflop
inversion, one frequency, Gamma: 0.791 Tflop
self-energy, one frequency, Gamma: 3.61 Tflop
chi0 / inversion, Gamma: 54.8
Nk=1: chi0, all frequencies: 694.3 Tflop
Nk=1: pair-density FFTs: 1.30 Tflop
Nk=1: inversions: 12.7 Tflop
Nk=1: self-energy: 57.7 Tflop
Nk=1: total: 766.0 Tflop
Nk=1: time at 1e12 flop/s: 0.213 h
Nk=8: chi0, all frequencies: 44433.2 Tflop
Nk=8: pair-density FFTs: 82.91 Tflop
Nk=8: inversions: 101.3 Tflop
Nk=8: self-energy: 462.0 Tflop
Nk=8: total: 45079.4 Tflop
Nk=8: time at 1e12 flop/s: 12.522 h
chi0, 2-atom cell with 32 k points: 0.678 Tflop
chi0 216 atoms / 64 atoms: 128.9
silicon size exponent of chi0: 3.994
memory, one response matrix: 0.342 GB
memory, 16 frequencies, one q: 5.48 GB
memory, 16 frequencies, 8 q: 43.8 GB
memory, orbitals, 1 k and 8 k: 0.443, 3.55 GB
memory, all pair densities of one (k,q): 18.8 GB
memory, pair densities of one valence band: 0.147 GB
memory, Gamma working set: 6.07 GB
```
